# Total semiconductor charge from surface potential by one integration of Poisson's equation: a numerical check

```python
"""Surface charge of a semiconductor from one integration of Poisson's equation.

Result under test (equilibrium, Boltzmann carriers, uniform ionized doping):
  Qs = -sgn(psi_s) sqrt(2 eps kT [p0(exp(-u)+u-1) + n0(exp(u)-u-1)])
psi_s: surface potential relative to the deep bulk; u = q psi_s/(kT);
p0, n0: bulk hole and electron densities; eps: permittivity;
Qs: total semiconductor charge per area (mobile carriers and dopants).
The independent road solves the second-order Poisson equation on a grid
and sums the charge density over depth. Internal units are SI.
Example: boron-doped silicon, with rough typical material parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros, expit, zeta

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
T = 300.0
eps = 11.7 * const.epsilon_0
NA = 1e17 * 1e6
gap_300 = 1.12              # eV
Nv_300 = 2e19 * 1e6         # valence-band effective density of states
m_long, m_trans = 0.92, 0.19  # electron masses of one valley, in m0
boron_level = 0.045         # eV above the valence band
hole_mass = 0.29            # rough heavy-hole confinement mass, in m0
to_uC = 100.0               # C/m2 to uC/cm2
to_MV = 1e-8                # V/m to MV/cm


def band_parameters(temp):
    """Gap in eV, Nc, Nv; six equivalent electron valleys."""
    valley_mass = (m_long * m_trans**2) ** (1 / 3) * m0
    nc = 12 * (valley_mass * kB * temp / (2 * np.pi * hbar**2)) ** 1.5
    nv = Nv_300 * (temp / 300.0) ** 1.5
    return gap_300 - 2.7e-4 * (temp - 300.0), nc, nv


def bulk_densities(temp):
    gap, nc, nv = band_parameters(temp)
    ni = np.sqrt(nc * nv) * np.exp(-gap * q / (2 * kB * temp))
    p = NA / 2 + np.sqrt(NA**2 / 4 + ni**2)
    return ni, p, ni**2 / p


def charge_formula(psi, p, n, temp=T):
    u = q * psi / (kB * temp)
    g = p * (np.expm1(-u) + u) + n * (np.expm1(u) - u)
    return -np.sign(psi) * np.sqrt(2 * eps * kB * temp * g)


def trapezoid(y, x):
    return float(np.sum(0.5 * (y[1:] + y[:-1]) * np.diff(x)))


def reduced_density(u, a, b):
    """Charge density over q(p0+n0); a, b are hole and electron fractions."""
    return a * np.expm1(-u) - b * np.expm1(u)


def solve_poisson(a, b, u_surface):
    """Solve u'' = -rho(u), depth in Debye lengths, by Newton iteration."""
    s = np.linspace(0, 1, 4001)
    x = 30 * np.expm1(9 * s) / np.expm1(9)
    h = np.diff(x)
    cell = 0.5 * (h[1:] + h[:-1])
    u = np.zeros_like(x)
    matrix = np.zeros((3, len(x) - 2))
    matrix[0, 1:] = 1 / h[1:-1]
    matrix[2, :-1] = 1 / h[1:-1]
    stages = int(np.ceil(abs(u_surface))) + 1
    for boundary in np.linspace(0, u_surface, stages + 1)[1:]:
        u[0] = boundary
        for _ in range(100):
            v = u[1:-1]
            residual = ((u[2:] - v) / h[1:] - (v - u[:-2]) / h[:-1]
                        + cell * reduced_density(v, a, b))
            matrix[1] = (-1 / h[1:] - 1 / h[:-1]
                         - cell * (a * np.exp(-v) + b * np.exp(v)))
            change = solve_banded((1, 1), matrix, -residual)
            u[1:-1] += np.clip(change, -1, 1)
            if np.max(np.abs(change)) < 1e-8:
                break
        else:
            raise RuntimeError("Newton iteration did not converge")
    return x, u


gap, Nc, Nv = band_parameters(T)
ni, p0, n0 = bulk_densities(T)
Vt = kB * T / q
LD = np.sqrt(eps * Vt / (q * (p0 + n0)))
unit_charge = eps * Vt / LD
frac_p, frac_n = p0 / (p0 + n0), n0 / (p0 + n0)
phiF = Vt * np.log(p0 / ni)


def grid_solution(psi):
    """Total charge, electron charge, and electron mean depth from the grid."""
    x, u = solve_poisson(frac_p, frac_n, psi / Vt)
    total = unit_charge * trapezoid(reduced_density(u, frac_p, frac_n), x)
    excess = frac_n * np.expm1(u)
    electrons = -unit_charge * trapezoid(excess, x)
    depth = LD * trapezoid(x * excess, x) / trapezoid(excess, x)
    return total, electrons, depth, x, u


# Potential where the electron and depletion terms under the root are equal
def term_difference(psi):
    u = psi / Vt
    return n0 * (np.expm1(u) - u) - p0 * (np.expm1(-u) + u)


psi_cross = brentq(term_difference, 2 * phiF, 2 * phiF + 0.2)

# Total charge and local field against the grid solution, all regimes
cases = {"accumulation": -0.12, "depletion": 0.40, "threshold": 2 * phiF,
         "equal terms": psi_cross, "inversion": 0.95,
         "far accumulation": -0.25, "far inversion": 1.10}
grid = {}
worst_charge = worst_field = 0.0
for name, psi in cases.items():
    grid[name] = grid_solution(psi)
    total, _, _, x, u = grid[name]
    worst_charge = max(worst_charge,
                       abs(total / charge_formula(psi, p0, n0) - 1))
    middle = 0.5 * (u[1:] + u[:-1])
    field_grid = -np.diff(u) / np.diff(x) * Vt / LD
    use = np.abs(middle) > 0.1
    field_formula = -charge_formula(middle[use] * Vt, p0, n0) / eps
    worst_field = max(worst_field,
                      np.max(np.abs(field_grid[use] / field_formula - 1)))
assert worst_charge < 1e-3
assert worst_field < 2e-3

# Other dopings: nearly intrinsic and n-type bulk
worst_other = 0.0
for a, us in [(0.7, -6.0), (0.7, 3.0), (1e-10, -28.0), (1e-10, 5.0)]:
    b = 1 - a
    x, u = solve_poisson(a, b, us)
    total = unit_charge * trapezoid(reduced_density(u, a, b), x)
    expected = charge_formula(us * Vt, a * (p0 + n0), b * (p0 + n0))
    worst_other = max(worst_other, abs(total / expected - 1))
assert worst_other < 1e-3

# Limiting laws against the grid charges
def accumulation_law(psi):
    return np.sqrt(2 * eps * kB * T * p0) * np.exp(-psi / (2 * Vt))


def depletion_law(psi):
    return -np.sqrt(2 * eps * q * NA * (psi - Vt))


def inversion_law(psi):
    return -np.sqrt(2 * eps * kB * T * n0) * np.exp(psi / (2 * Vt))


assert abs(grid["far accumulation"][0] / accumulation_law(-0.25) - 1) < 2e-3
assert abs(grid["depletion"][0] / depletion_law(0.40) - 1) < 1e-3
assert abs(grid["far inversion"][0] / inversion_law(1.10) - 1) < 2e-3
threshold_law = -np.sqrt(2 * eps * q * NA * 2 * phiF)
assert abs(grid["threshold"][0] / threshold_law - 1) < 1e-3
cross_ratio = grid["equal terms"][0] / depletion_law(psi_cross)
assert abs(cross_ratio / np.sqrt(2) - 1) < 1e-3

# Electron charge: integral over potential against sum over depth
def electron_integrand(psi):
    field = -charge_formula(psi, p0, n0) / eps
    return -q * n0 * np.expm1(psi / Vt) / field


Q_inv, Qn_inv, depth_inv = grid["inversion"][:3]
Qn_integral = quad(electron_integrand, 1e-9, 0.95, points=[0.7, 0.85],
                   limit=200)[0]
assert abs(Qn_integral / Qn_inv - 1) < 2e-3
Qdep_inv = Q_inv - Qn_inv
Qn_sheet = charge_formula(0.95, p0, n0) - depletion_law(0.95)
assert abs(Qn_sheet / Qn_inv - 1) < 0.10
Q_far, Qn_far = grid["far inversion"][:2]
dep_growth = (Q_far - Qn_far) / Qdep_inv
electron_growth = Qn_far / Qn_inv
assert dep_growth < 1.10 and electron_growth > 10

# Differential capacitance: slope of grid charges against -rho_s/E_s
def grid_capacitance(psi, step):
    return -(grid_solution(psi + step)[0]
             - grid_solution(psi - step)[0]) / (2 * step)


def capacitance_formula(psi):
    u = psi / Vt
    rho = q * (p0 * np.expm1(-u) - n0 * np.expm1(u))
    return rho * eps / charge_formula(psi, p0, n0)


for psi in (-0.12, 0.40, 0.95):
    ratio = grid_capacitance(psi, 0.001) / capacitance_formula(psi)
    assert abs(ratio - 1) < 3e-3
C_flat = grid_capacitance(0.0, 0.001)
assert abs(C_flat / (eps / LD) - 1) < 1e-3


# Neglected effects: Fermi-Dirac carriers and partly ionized boron
def fermi_half(eta):
    y = np.arange(0, 10, 0.05)
    occupation = expit(np.asarray(eta)[..., None] - y**2)
    return 4 / np.sqrt(np.pi) * 0.05 * np.sum(y**2 * occupation, axis=-1)


assert abs(fermi_half(0.0) / ((1 - 2**-0.5) * zeta(1.5)) - 1) < 1e-8
assert abs(fermi_half(-12.0) / np.exp(-12.0) - 1) < 1e-4


def ionized_fraction(eta):
    return 1 / (1 + 4 * np.exp(boron_level / Vt + eta))


def refined_density(eta, partial):
    """Charge density over q; eta = (valence edge - Fermi level)/kT."""
    acceptors = NA * (ionized_fraction(eta) if partial else 1.0)
    return (Nv * fermi_half(eta) - Nc * fermi_half(-gap / Vt - eta)
            - acceptors)


def charge_by_quadrature(density, psi):
    u = np.linspace(0, psi / Vt, 2001)
    work = -simpson(density(u), x=u)
    return -np.sign(psi) * np.sqrt(2 * eps * kB * T * work)


def boltzmann_density(u):
    return p0 * np.expm1(-u) - n0 * np.expm1(u)


refined = {}
eta_bulk = {}
for partial in (False, True):
    eta0 = brentq(lambda e: float(refined_density(e, partial)), -12, 0,
                  xtol=1e-13)
    eta_bulk[partial] = eta0
    for psi in (-0.12, 0.40, 0.95):
        value = charge_by_quadrature(
            lambda u: refined_density(eta0 - u, partial), psi)
        refined[partial, psi] = 100 * (value / charge_formula(psi, p0, n0) - 1)
for psi in (-0.12, 0.40, 0.95):
    check = charge_by_quadrature(boltzmann_density, psi)
    assert abs(check / charge_formula(psi, p0, n0) - 1) < 1e-5
assert refined[False, -0.12] < 0 and refined[False, 0.95] < 0

# Neglected effect: confinement in a triangular well, silicon (100) surface
index = np.arange(1, 2001)
t = 3 * np.pi * (4 * index - 1) / 8
airy = t ** (2 / 3) * (1 + 5 / (48 * t**2) - 5 / (36 * t**4))
assert np.max(np.abs(airy[:10] / -ai_zeros(10)[0] - 1)) < 5e-4


def well_levels(mass, field):
    return airy * (hbar**2 * (q * field) ** 2 / (2 * mass * m0)) ** (1 / 3)


def quantum_over_classical(field):
    """Sheet density ratio at equal surface band edge, Boltzmann filling."""
    sheet = 0.0
    for valleys, m_normal, m_plane in (
            (2, m_long, m_trans), (4, m_trans, np.sqrt(m_long * m_trans))):
        levels = well_levels(m_normal, field)
        sheet += (valleys * m_plane * m0 * kB * T / (np.pi * hbar**2)
                  * np.sum(np.exp(-levels / (kB * T))))
    return sheet / (Nc * kB * T / (q * field))


assert abs(quantum_over_classical(2e5) - 1) < 0.03
F_mean = (abs(Qdep_inv) + abs(Qn_inv) / 2) / eps
quantum_ratio = quantum_over_classical(F_mean)
assert quantum_ratio < 1
level_e = well_levels(m_long, F_mean)[0] / q
F_acc = abs(charge_formula(-0.12, p0, n0)) / (2 * eps)
level_h = well_levels(hole_mass, F_acc)[0] / q

# Temperature of use, and energy margin against tunnelling and avalanche
T_hot = 360.0
ni_hot, p_hot, n_hot = bulk_densities(T_hot)
phi_hot = kB * T_hot / q * np.log(p_hot / ni_hot)
margin = gap - 0.95
assert margin > 0

print(f"Input: T = {T:.0f} K, relative permittivity = {eps/const.epsilon_0:.1f}")
print(f"Input: acceptor density = {NA/1e6:.1e} cm^-3")
print(f"Input: gap = {gap:.2f} eV, Nv = {Nv/1e6:.1e} cm^-3")
print(f"Input: valley masses = {m_long:.2f}, {m_trans:.2f} m0")
print(f"Input: boron level = {boron_level:.3f} eV, degeneracy 4")
print(f"Nc from the masses = {Nc/1e6:.3e} cm^-3")
print(f"Thermal voltage kT/q = {Vt:.5f} V")
print(f"Intrinsic density = {ni/1e6:.3e} cm^-3")
print(f"Bulk electron density n0 = {n0/1e6:.1f} cm^-3")
print(f"Debye length = {LD*1e9:.2f} nm")
print(f"phiF = {phiF:.4f} V, 2 phiF = {2*phiF:.4f} V")
print(f"Equal electron and depletion terms at psi_s = {psi_cross:.4f} V")
print("Regime: psi_s (V), Qs formula, Qs grid (uC/cm2), field (MV/cm)")
for name, psi in cases.items():
    Q = charge_formula(psi, p0, n0)
    print(f"  {name}: {psi:.4f}, {Q*to_uC:.5f}, "
          f"{grid[name][0]*to_uC:.5f}, {-Q/eps*to_MV:.4f}")
print(f"Largest relative charge difference = {worst_charge:.1e}")
print(f"Largest relative local-field difference = {worst_field:.1e}")
print(f"Largest difference, other dopings = {worst_other:.1e}")
print(f"Accumulation law at -0.12 V = {accumulation_law(-0.12)*to_uC:.4f} uC/cm2")
print(f"Depletion law at 0.40 V = {depletion_law(0.40)*to_uC:.5f} uC/cm2")
no_tail = -np.sqrt(2 * eps * q * NA * 0.40)
print(f"Same without the kT/q term = {no_tail*to_uC:.5f} uC/cm2")
print(f"Inversion law at 0.95 V = {inversion_law(0.95)*to_uC:.4f} uC/cm2")
print(f"Electron charge at 0.95 V = {Qn_inv*to_uC:.4f} uC/cm2")
print(f"Depletion charge at 0.95 V = {Qdep_inv*to_uC:.4f} uC/cm2")
print(f"Charge-sheet electron estimate = {Qn_sheet*to_uC:.4f} uC/cm2")
print(f"0.95 to 1.10 V: depletion charge grows by factor {dep_growth:.3f}")
print(f"0.95 to 1.10 V: electron charge grows by factor {electron_growth:.1f}")
print(f"Flat-band capacitance = {eps/LD*to_uC:.4f} uF/cm2")
for psi in (-0.12, 0.40, 0.95):
    print(f"Capacitance at {psi:.2f} V = "
          f"{capacitance_formula(psi)*to_uC:.4f} uF/cm2")
print("Change of |Qs|: Fermi-Dirac; with partial ionization also")
for psi in (-0.12, 0.40, 0.95):
    print(f"  at {psi:.2f} V: {refined[False, psi]:.2f} %; "
          f"{refined[True, psi]:.2f} %")
print(f"Ionized boron in the bulk = {100*ionized_fraction(eta_bulk[True]):.1f} %")
print(f"Mean field on electrons at 0.95 V = {F_mean*to_MV:.4f} MV/cm")
print(f"Lowest electron level in that field = {level_e*1e3:.1f} meV")
print(f"Quantum/classical electron sheet, fixed field = {quantum_ratio:.3f}")
print(f"Equivalent extra bending = {-Vt*np.log(quantum_ratio)*1e3:.1f} mV")
print(f"Classical mean electron depth = {depth_inv*1e9:.2f} nm")
print(f"Lowest-level mean depth = {2*level_e/(3*F_mean)*1e9:.2f} nm")
print(f"Hole level at -0.12 V, half field, {hole_mass} m0 = {level_h*1e3:.0f} meV")
print(f"At {T_hot:.0f} K: ni = {ni_hot/1e6:.2e} cm^-3, 2 phiF = {2*phi_hot:.4f} V")
Q_hot = charge_formula(0.95, p_hot, n_hot, T_hot)
print(f"At {T_hot:.0f} K: Qs at 0.95 V = {Q_hot*to_uC:.4f} uC/cm2")
print(f"Mean dopant spacing = {NA**(-1/3)*1e9:.1f} nm")
print(f"Gap minus band bending at 0.95 V = {margin:.2f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Input: T = 300 K, relative permittivity = 11.7
Input: acceptor density = 1.0e+17 cm^-3
Input: gap = 1.12 eV, Nv = 2.0e+19 cm^-3
Input: valley masses = 0.92, 0.19 m0
Input: boron level = 0.045 eV, degeneracy 4
Nc from the masses = 2.744e+19 cm^-3
Thermal voltage kT/q = 0.02585 V
Intrinsic density = 9.165e+09 cm^-3
Bulk electron density n0 = 839.9 cm^-3
Debye length = 12.93 nm
phiF = 0.4189 V, 2 phiF = 0.8379 V
Equal electron and depletion terms at psi_s = 0.9298 V
Regime: psi_s (V), Qs formula, Qs grid (uC/cm2), field (MV/cm)
  accumulation: -0.1200, 0.29013, 0.29013, -0.2801
  depletion: 0.4000, -0.11144, -0.11144, 0.1076
  threshold: 0.8379, -0.16677, -0.16677, 0.1610
  equal terms: 0.9298, -0.24497, -0.24497, 0.2365
  inversion: 0.9500, -0.31033, -0.31033, 0.2996
  far accumulation: -0.2500, 3.68592, 3.68592, -3.5580
  far inversion: 1.1000, -4.66497, -4.66497, 4.5031
Largest relative charge difference = 8.3e-07
Largest relative local-field difference = 5.6e-05
Largest difference, other dopings = 3.8e-07
Accumulation law at -0.12 V = 0.2984 uC/cm2
Depletion law at 0.40 V = -0.11144 uC/cm2
Same without the kT/q term = -0.11523 uC/cm2
Inversion law at 0.95 V = -0.2562 uC/cm2
Electron charge at 0.95 V = -0.1369 uC/cm2
Depletion charge at 0.95 V = -0.1735 uC/cm2
Charge-sheet electron estimate = -0.1352 uC/cm2
0.95 to 1.10 V: depletion charge grows by factor 1.017
0.95 to 1.10 V: electron charge grows by factor 32.8
Flat-band capacitance = 0.8013 uF/cm2
Capacitance at -0.12 V = 5.8770 uF/cm2
Capacitance at 0.40 V = 0.1489 uF/cm2
Capacitance at 0.95 V = 4.1437 uF/cm2
Change of |Qs|: Fermi-Dirac; with partial ionization also
  at -0.12 V: -4.12 %; -7.33 %
  at 0.40 V: -0.00 %; -0.02 %
  at 0.95 V: -1.60 %; 1.61 %
Ionized boron in the bulk = 90.6 %
Mean field on electrons at 0.95 V = 0.2335 MV/cm
Lowest electron level in that field = 66.1 meV
Quantum/classical electron sheet, fixed field = 0.207
Equivalent extra bending = 40.7 mV
Classical mean electron depth = 1.33 nm
Lowest-level mean depth = 1.89 nm
Hole level at -0.12 V, half field, 0.29 m0 = 69 meV
At 360 K: ni = 5.78e+11 cm^-3, 2 phiF = 0.7483 V
At 360 K: Qs at 0.95 V = -0.8467 uC/cm2
Mean dopant spacing = 21.5 nm
Gap minus band bending at 0.95 V = 0.17 eV
ALL CHECKS PASSED
```
